Why planar averages oscillate and site potentials stay screened after relaxation

**Question.** A charged defect in a periodic cell is corrected by comparing its electrostatic potential with that of a point charge screened by the static dielectric constant ε. In the Freysoldt–Neugebauer–Van de Walle scheme the comparison uses the potential averaged over planes; in the Kumagai–Oba scheme it uses the potential at the atomic sites. Once the ions of an ionic crystal relax, why does the planar average oscillate strongly while the site potentials follow the screened point charge, and how closely do they follow it?

**Answer.** Ionic screening is made of whole ions that move. If the ions are rigid, there is no polarizable matter between two lattice planes, so the planar average falls there with the unscreened slope and recovers in one step at each plane. A site potential is read at a point that moves with its own ion, where symmetry cancels the microscopic potential of the surrounding dipoles. The cancellation leaves a remainder, whose order is found below.

**The model**

Atomic units are used. Rigid point ions of charge Z s_i, s_i = ±1, occupy a rock-salt lattice, which is a simple-cubic grid R of spacing d with alternating signs. Nearest neighbours repel with ψ(r) = C/r^n. The ions have no electronic polarizability. The cation at the origin gains a charge q. The cell is a cube of side L = Nd, N even, with A = L², Ω = L³, a uniform compensating background and zero mean field. ΔV is the potential of the relaxed defect cell minus that of the perfect crystal, and φ is the periodic potential of a unit charge with its background. From here d = 1 unless d is written.

The energy per ion pair is −αZ²/d + 6ψ(d), with α the Madelung constant. Zero pressure requires αZ² + 6ψ′ = 0, and a power law has ψ″ = −(n+1)ψ′, so

κ∥ = ψ″/Z² = (n+1)α/6, κ⊥ = ψ′/Z² = −α/6.

A relative displacement δ changes a bond length by δ∥ + δ⊥²/2, so the second-order bond energy is ½ψ″δ∥² + ½ψ′δ⊥². Define the dipole p_i = Z s_i u_i. Neighbours have opposite s, so u_i − u_j = s_i(p_i + p_j)/Z. With f(k) = Σ_R f(R) e^(−ik·R), a bond along axis c contributes |1 + e^(ik_c)|² = 2 + 2cos k_c, and the short-range stiffness is diagonal:

S_aa(k) = Σ_c κ_ac (2 + 2cos k_c), with κ_ac = κ∥ for a = c and κ⊥ otherwise.

A displaced ion is the undisplaced ion plus, to first order, the potential −p·∇(1/r), whose field is ∂_a∂_b(1/r) p_b. Let Φ(k), iγ_a(k) and H_ab(k) be the sums over R ≠ 0 of 1/R, ∂_a(1/R) and ∂_a∂_b(1/R); γ is real because the gradient is odd. The dipole–dipole energy is −½ p·H·p. The on-site term, the curvature of the bulk potential of all other ions, is proportional to δ_ab by cubic symmetry and traceless by Laplace's equation, so it vanishes. The defect field is −iqγ(k). To first order in q, force balance reads

M(k) p(k) = −iqγ(k), M = S − H.

The signs s_i have dropped out: the problem is that of one dipole per simple-cubic site.

By Poisson summation each lattice sum is a sum over reciprocal vectors G of the continuum transform at k + G, less a self term, and the G = 0 term alone is singular at k = 0. Thus H = −4πk̂k̂ plus an analytic part. The analytic part at k = 0 is a multiple of δ_ab, fixed by the zero trace of H to be 4π/3. Since S(0) = 4κ∥ + 8κ⊥ = 2α(n−1)/3,

M → M_T + 4πk̂k̂, M_T = 2α(n−1)/3 − 4π/3.

At k = 0 the singular term is omitted (zero mean field from the dipoles), so an applied field E gives P = E/M_T, and

ε = 1 + 4π/M_T, M_L = M_T + 4π = εM_T, 4π/M_L = 1 − 1/ε.

**The planar average**

Averaging Poisson's equation over x and y gives V̄″ = −4πρ̄. For a charge Q at height z_j with its background the zero-mean solution is

V̄ = (2πQL/A)(x² − x + 1/6), x = frac((z − z_j)/L).

Its curvature is 4πQ/Ω, and its slope (2πQ/A)(2x − 1) drops by 4πQ/A across the charge, as required. Moving the charge by u_z replaces x by x − η with η = u_z/L, and for z outside the layer swept by the ion the change is

(2πQL/A)[−η(2x − 1) + η²].

The dependence on z is −4πQu_z x/A. Inside one interval between planes it adds the slope −4πQu_z/Ω, which sums to the total dipole of the cell and is zero by the inversion symmetry about the defect. On crossing the ion's plane upward, x falls from 1 to 0. Two results follow, for displacements of any size that leave the planes separated. Between planes the field is that of the bare defect,

Ē(z) = (4πq/A)(½ − z/L),

and at plane m the potential rises by

step_m = (4π/A) Σ_{i∈m} Z s_i u_iz.

The (001) planes are neutral, but on the whole cations move away from a positive defect relative to anions, so the products Z s_i u_iz do not cancel in the sum over a plane.

The plane sum of dipoles is (1/N) Σ_k p_z(0,0,k) e^(ikm). Near k = 0, γ_z → 4π/k and M_zz → M_L, so p_z has the pole −iq(1 − 1/ε)/k. The periodic function −(i/2)cot(k/2) has the pole −i/k, and it is the transform of ½ − m/N. With w = e^(−ik), w^N = 1, w ≠ 1, and sums over m from 1 to N − 1, Σw^m = −1 and (1 − w)Σm w^m = Σw^m − (N − 1) = −N, so

Σ(½ − m/N)w^m = −½ − 1/(w − 1) = −(w + 1)/(2(w − 1)) = −(i/2)cot(k/2).

What remains of p_z after removing this function is analytic on the real axis and odd, so it decays exponentially in m and adds no constant. In linear response

step_m = (1 − 1/ε)(4πqd/A)(½ − m/N) + remainder.

The screened point charge drops by (4πqd/εA)(½ − m/N) over one spacing around plane m. The step is ε − 1 times this drop. Relative to the depth 4πqL/(8εA) of the screened parabola between z = 0 and L/2, it is 8(ε − 1)(½ − m/N)/N. It vanishes for a rigid lattice, ε → 1, and grows without limit relative to the screened drop as M_T → 0.

The remainder is governed by the complex zero of M_zz. Coulomb coupling between neutral dipole patterns on different planes falls as e^(−2π|m|), so M_zz ≈ a′ + b′cos k, with b′ > 0 because the bond spring, acting on p_i + p_j, dominates it. The zero at e^(ik) = t obeys t + 1/t = −2a′/b′, so t is negative and the remainder alternates as t^m.

The steps vanish linearly at mid-cell. Put x = z − L/2, j = m − N/2 and c = (1 − 1/ε)4πq/Ω. Then step = −cd²j, and on the interval jd < x < (j+1)d the planar average exceeds the screened parabola by

cx²/2 − cd² j(j+1)/2 + constant.

The mean of x²/2 over the interval is d²[j(j+1)/2 + 1/6], so the interval average is cd²/6 plus the same constant for every j. Where the remainder has decayed, the average over each interval between planes therefore follows the screened parabola up to one common constant. Measured from the parabola, the value at the mid-plane lies below these interval averages by cd²/6. The common constant is fixed by the zero mean of the whole curve: a remainder s_m in the steps at planes ±m near the defect raises the region outside them by 2m s_m/N. The constant is therefore not zero, and like cd²/6 it is of order qd²/L³. In this symmetric cell the midpoint itself departs from the parabola only at this order, but the raw curve has no plateau: one plane away the step is already cd², apart from the remainder.

A real ion is a compact core in a wider electron cloud. Add to an ion a rigid neutral spherical density Z_c(g_σc − g_σv), with normalized Gaussians of widths σ_c < σ_v. Integrating V̄″ = −4πρ̄ once from the centre, its planar potential has slope −(2πZ_c/A)B(ζ), where

B(ζ) = erf(ζ/√2σ_c) − erf(ζ/√2σ_v), ζ = z − md.

A shift u_z changes the potential by −u_z times the slope, so with U_m the summed shift of such ions in plane m,

ΔV̄_cloud = (2πZ_cU_m/A) B(ζ).

This is odd in ζ and vanishes far from the plane. It leaves no net step and does no screening. Its size follows the product Z_cU_m. In linear response the dipoles Z s_i u_i do not depend on Z, because M does not, so the displacements fall as 1/Z and the wiggle scales as Z_c/Z, while the step depends on neither charge.

**The site potential**

Take the potential at the displaced position of ion i, due to all other charges. The ion's own charge and cloud move with it and give the same contribution in both cells. The cloud of another ion is neutral and spherical, so by Gauss's law it has no potential outside its own extent. The term u_i·∇V_bulk vanishes because the site is a centre of inversion.

A uniform polarization shows the contrast in its simplest form. Let u_i = s_iδ along z, so P = Zδ. Every plane has the step 4πZδ, and zero mean field forces the slope −4πP between planes: a sawtooth linear in δ. A site potential linear in P would need a vector invariant under the site group, and there is none. At second order the opposite sublattice, of density ½ and charge −Zs_i, has moved by 2δ; with its background its potential has ∇²V = −2πZs_i, a third of it along z, so

ΔV_i = ½(2δ)²(−2πZs_i/3) = −(4π/3)Zδ²s_i.

The ratio to the step is δ/3. An Ewald sum for δ = 0.001d gives 3.33 × 10⁻⁴.

For the defect, adding −p·∇(1/R) over all other sites gives V(k) = qΦ − iγ·p, and inserting p,

V(k) = q[Φ − γ·M⁻¹γ].

The expansion needs γ to first order in k. Differentiating iγ_a = −Σ(R_a/R³)e^(−ik·R) with respect to k_a and summing over a gives iΣ(1/R)e^(−ik·R), that is ∇_k·γ = Φ. Near k = 0, Φ = 4π/k² + c₀ + O(k²), where c₀ = −α_sc is the Madelung term of a simple-cubic lattice in a background. Because ∇·(4πk/k²) = 4π/k² and the analytic linear term is isotropic under cubic symmetry,

γ = k̂(4π/k + c₀k/3) + O(k³).

Write M = M₀ + k²M₂(k̂), so that M⁻¹ = M₀⁻¹ − k²M₀⁻¹M₂M₀⁻¹ to this order, with M₀⁻¹k̂ = k̂/M_L. Then

γ·M⁻¹γ = (4π)²/(k²M_L) + 8πc₀/(3M_L) − (4π/M_L)² k̂·M₂k̂ + O(k²).

The singular terms combine to (4π/k²)(1 − 4π/M_L) = 4π/(εk²), and

V(k)/q = 4π/(εk²) + c₀ − 8πc₀/(3M_L) + (1 − 1/ε)² k̂·M₂k̂ + O(k²).

The leading term is the screened point charge. The quartic form k̂·M₂k̂ has two cubic invariants, 1 and Σk̂_a⁴, so the k⁰ term is a + bΣk̂_a⁴.

A second singular point is K = (π,π,π), where p ∝ s_i describes a rigid translation. There S = 0, H = 0 (cubic and traceless), and Φ = −α, so for k = K + κ the divergence rule gives γ = −(α/3)κ, while M is of order κ², the elastic matrix. The product −γ·M⁻¹γ tends to a finite negative value that depends on κ̂. It describes the strain that the extra charge sets up and the change of the Madelung potential with that strain.

The residual ΔV_i − qφ(R_i)/ε is N⁻³Σ_k w(k)e^(ik·R) with w = V − qΦ/ε, which is bounded. A term homogeneous of degree zero in k transforms to degree −3 in R, so the direction-dependent parts give anisotropic r⁻³ tails, one smooth and one carrying e^(iK·R) = s_i. At k = 0 and K themselves p = 0 (the driving γ vanishes, and the translation is fixed), so w differs there from its neighbouring limit; each point has weight N⁻³ and gives a constant, uniform or staggered. At distances of order L all four pieces are of order qd²/L³. In linear response the orders are

model potential q/(εL), planar step qd/L², site residual qd²/L³.

The argument needs sites without an invariant vector; at a polar site a term linear in the local P is allowed and would fall as L⁻², like the step. It needs a stable lattice, clouds that do not overlap neighbouring centres, and the decoupling of strain from the macroscopic field that inversion symmetry supplies here. Piezoelectric crystals, non-cubic ε and electronic polarization lie outside the model.

**The numbers**

The parameters are round and describe no material: d = 2.5 Å, Z = 2, n = 8, q = +1, N = 8 (512 ions, L = 20 Å). Potentials are given as the energy of a unit positive charge; e²/d = 5.760 eV. Ewald sums give α = 1.7476 and α_sc = 2.8373. Then

M_T = 2(1.7476)(7)/3 − 4π/3 = 8.155 − 4.189 = 3.966,

ε = 1 + 12.566/3.9665 = 4.168, 1 − 1/ε = 0.7601, M_L = 16.53.

Ewald evaluation of V(k)/q − 4π/(εk²) at k = 0.01 gives −2.724, −2.394 and −2.283 along [001], [011] and [111], where Σk̂⁴ = 1, ½ and ⅓. The outer two fix b = −0.660, and −2.283 − 0.660/6 = −2.393 reproduces the middle one. The [001] value also fixes t. With −8πc₀/(3M_L) = 1.438, k̂·M₂k̂ = (−2.724 + 2.837 − 1.438)/0.5777 = −2.29. This equals −b′/2, so b′ = 4.58, a′ = 16.53 − 4.58 = 11.95, t + 1/t = −5.2 and t = −0.20. The linear solution on an N = 32 grid has a remainder ratio of −0.200 between planes 4 and 3. Near K the shift is −0.253, −0.284 and −0.297 in the same three directions.

The 512-ion cell was relaxed with the full Ewald forces and those of the r⁻⁸ repulsion energy, without linearization. The nearest anion moves 0.184 Å toward the defect, against 0.180 Å in linear response. With 4πqd/A = (4π/64)(5.760) = 1.131 eV, the formula at plane 2 is 1.131 × 0.25 × 0.7601 = 0.215 eV, and the screened drop is 1.131 × 0.25/4.168 = 0.068 eV. The steps from the relaxed positions are

plane 1: 0.411 eV, formula 0.322 eV
plane 2: 0.207 eV, formula 0.215 eV
plane 3: 0.109 eV, formula 0.1075 eV

The deviations, +28 %, −3.5 % and about +2 % of the formula, alternate in sign and decay. From plane 1 to plane 2 they fall faster than the factor −0.20. In the linear solution for the same cell the deviations are 0.0908, −0.0181 and 0.0035 eV, which follow that factor closely from the first plane on, so the faster fall is an anharmonic effect. Averaging the three-dimensional Ewald potential over 40 × 40 grids at z = 2.3d and 2.7d gives a slope of 0.0848 eV/Å. The bare field there is 1.131 × (0.5 − 2.5/8)/2.5 = 0.0848 eV/Å and the screened field is 0.0204 eV/Å. The screened parabola is 1.131 × 8/(8 × 4.168) = 0.271 eV deep, so the step at plane 2 is three quarters of the whole variation of the model. Measured from the screened parabola, the mid-plane value lies cd²/6 = 0.1075/6 = 0.018 eV below the averages of the two adjacent intervals in linear response, since the formula step at plane 3 equals cd². Its distance from the parabola itself also contains the common constant. With the linear remainders above, Σ 2m s_m/N = (2 × 0.0908 − 4 × 0.0181 + 6 × 0.0035)/8 = 0.016 eV. The interval averages next to mid-cell therefore lie 0.016 eV above the parabola, and the mid-plane value lies 0.016 − 0.018 = −0.002 eV from it.

Give the anions a cloud with Z_c = 6, σ_c = 0.2 Å, σ_v = 0.5 Å. B is extremal where the two one-dimensional Gaussians are equal, ζ² = 2 ln(2.5)/(25 − 4) Ų, or ζ = 0.295 Å, and there B = 0.860 − 0.445 = 0.415. The relaxed anions of plane 2 have U = −0.1547 Å = −0.0619d, so the peak-to-peak wiggle is

2 × 2π × 6 × 0.0619 × 0.415/64 × 5.760 eV = 0.174 eV,

the value also found from a Fourier series over the relaxed positions. It is comparable to the step. The same clouds change the potentials at sites beyond L/2 from the defect by at most 1.5 × 10⁻⁶ eV, through their Gaussian tails.

For the 258 sites farther than L/2 from the nearest defect image, the residual ΔV_i − qφ/ε has mean 0.002 eV and standard deviation 0.0054 eV. The model potential spans 0.108 eV over these sites. With unrelaxed ions the residual is (ε − 1) times the model potential and has standard deviation 0.078 eV, so the model's own is 0.078/3.168 = 0.025 eV, and the relaxed residual is about a fifth of it: small, not negligible, at this cell size. The step at plane 2 is 38 times the site spread. The linear solution for the same cell has a larger spread, 0.0079 eV; the full relaxation gives the smaller value here, for a reason not isolated. The cation mean is 0.0038 eV above the anion mean. The linear mismatch at K predicts that sign, with a size near 2 × 0.28 × 5.760/512 = 0.006 eV; the far-site means also contain the staggered tail and the anharmonic change, which were not separated.

The orders appear on larger cells in linear response. From N = 16 to 32 the site spread goes from 8.7 × 10⁻⁴ to 1.03 × 10⁻⁴ eV, an exponent of 3.09, and the step at L/4 from 0.0535 to 0.0134 eV, an exponent of 2.00. Their ratio rises from 61 to 130, roughly in proportion to N.

The point-charge energy of the 512-ion cell is α_sc q²/(2εL) = 2.8373 × 5.760/(2 × 4.168 × 8) = 0.245 eV. An alignment term, q times the residual ΔV − qφ/ε, is 0.002 eV when taken from the far sites, with a site-to-site scatter of 0.005 eV. Taken from the raw planar average at the mid-plane of this symmetric cell, it is as small, −0.002 eV in linear response. It depends strongly on where it is read, however: it changes by 0.11 eV across plane 3, one spacing from the mid-plane, and by 0.21 eV from one side of plane 2 to the other.

All numerical values are calculated from the stated model.
